# Deposition inside a sphere from a cosine-law source on its wall: a numerical check

```python
"""
Result under test: a small cosine-law (Lambertian) source on the inner wall
of a sphere, lying in the tangent plane, deposits the same mass per area
    sigma = M / (4 pi R^2)
at every other point of the wall.
M: emitted mass, R: sphere radius, theta: emission angle from the inward
normal at the source, which is the origin; the sphere centre is (0, 0, R).
Also tested: emission as cos^n(theta), a flat receiving plane, and a flat
disc source of radius a whose rim lies on the sphere (cut-off cap height h).
Collisionless flight and sticking at first impact are assumed.
"""
import numpy as np
from scipy.integrate import quad

rng = np.random.default_rng(12345)


def random_directions(count, n):
    """Unit vectors with probability per solid angle proportional to cos^n."""
    cosine = (1.0 - rng.random(count)) ** (1.0 / (n + 1))
    sine = np.sqrt(1.0 - cosine**2)
    phi = 2 * np.pi * rng.random(count)
    return np.column_stack((sine * np.cos(phi), sine * np.sin(phi), cosine))


def sphere_hits(directions, radius):
    """Landing points of rays from the origin, from the line-sphere equation."""
    offset = np.array([0.0, 0.0, -radius])
    b = directions @ offset
    c = offset @ offset - radius**2
    path = -b + np.sqrt(b**2 - c)
    return path[:, None] * directions


def wall_point(theta, radius):
    """Wall point seen from the origin at angle theta, via the central angle."""
    central = np.pi - 2 * theta
    return np.array([radius * np.sin(central), 0.0,
                     radius * (1 - np.cos(central))])


def cap_height(a, radius):
    return radius - np.sqrt(radius**2 - a**2)


def disc_deposit(point, a, radius):
    """Mass per area at a wall point per emitted mass, by surface quadrature."""
    nodes, weights = np.polynomial.legendre.leggauss(100)
    q = 0.5 * a * (nodes + 1)
    wq = 0.5 * a * weights
    phi = 2 * np.pi * np.arange(600) / 600
    qq, pp = np.meshgrid(q, phi, indexing="ij")
    source = np.stack((qq * np.cos(pp), qq * np.sin(pp),
                       np.full_like(qq, cap_height(a, radius))), axis=-1)
    flight = point - source
    distance = np.linalg.norm(flight, axis=-1)
    inward = (np.array([0.0, 0.0, radius]) - point) / radius
    cos_out = flight[..., 2] / distance
    cos_in = -(flight @ inward) / distance
    assert cos_out.min() > 0 and cos_in.min() > 0
    kernel = cos_out * cos_in / (np.pi * distance**2)
    ring = kernel.mean(axis=1) * 2 * np.pi
    return np.sum(wq * q * ring) / (np.pi * a**2)


# Worked-example inputs
R = 10.0        # cm
a = 0.5         # cm
M = 1.0         # g
density = 5.0   # g/cm^3
n_rays = 1_000_000

# Normalization of the cosine law over the forward hemisphere
hemisphere = quad(lambda t: 2 * np.pi * np.sin(t) * np.cos(t), 0, np.pi / 2)[0]
assert abs(hemisphere - np.pi) < 1e-10

# Ray tracing: cosine law, equal-area cells (equal steps in z and azimuth)
rays = random_directions(n_rays, 1)
hits = sphere_hits(rays, R)
azimuth = np.arctan2(hits[:, 1], hits[:, 0])
counts = np.histogram2d(hits[:, 2], azimuth, bins=(10, 8),
                        range=((0, 2 * R), (-np.pi, np.pi)))[0]
expected = n_rays / counts.size
cell_deviation = np.max(np.abs(counts / expected - 1))
cell_noise = 1 / np.sqrt(expected)
assert cell_deviation < 5 * cell_noise   # five standard deviations

# Ray tracing: cos^3 emission; the predicted density is linear in z,
# so its mean over a band equals its value at the middle of the band
hits3 = sphere_hits(random_directions(n_rays, 3), R)
bands3 = np.histogram(hits3[:, 2], bins=10, range=(0, 2 * R))[0]
middle = (np.arange(10) + 0.5) / 10      # cos^2(theta) = z / (2R)
relative3 = bands3 / (n_rays / 10)
predicted3 = 2 * middle
noise3 = np.sqrt(predicted3 / (n_rays / 10))
assert np.all(np.abs(relative3 - predicted3) < 5 * noise3)

# Flat plane at distance 2R: landed fraction against integrated cos^4 law
D = 2 * R
landing_radius = D * np.hypot(rays[:, 0], rays[:, 1]) / rays[:, 2]
for limit in (0.5 * D, D, 2 * D):
    law = quad(lambda s: 2 * np.pi * s * (D / np.hypot(s, D))**4
               / (np.pi * D**2), 0, limit)[0]
    traced = np.mean(landing_radius < limit)
    assert abs(traced - law) < 5 * np.sqrt(law * (1 - law) / n_rays)

# Chord geometry: equal angles at both ends and chord length 2R cos(theta)
angles = np.array([0.0, 30.0, 60.0, 80.0])
chords = []
for angle in np.radians(angles):
    P = wall_point(angle, R)
    chord = np.linalg.norm(P)
    cos_source = P[2] / chord
    cos_wall = -P @ (np.array([0.0, 0.0, R]) - P) / (R * chord)
    assert abs(cos_source - cos_wall) < 1e-12
    assert abs(cos_source - np.cos(angle)) < 1e-12
    assert abs(chord - 2 * R * np.cos(angle)) < 1e-11
    chords.append(chord)

# Large disc source: quadrature against mass / (wall area outside the cap)
big_a = 0.6 * R
big_h = cap_height(big_a, R)
big_formula = 1 / (2 * np.pi * R * (2 * R - big_h))
big_angles = np.array([0.0, 20.0, 40.0, 60.0, 68.0])
big_rim_angle = np.degrees(np.arctan2(big_a, big_h))
assert big_angles.max() < big_rim_angle
big_values = np.array([disc_deposit(wall_point(t, R), big_a, R)
                       for t in np.radians(big_angles)])
big_error = np.max(np.abs(big_values / big_formula - 1))
assert big_error < 1e-9

# Worked example
to_um = 1e4     # micrometres per centimetre
h = cap_height(a, R)
sphere_area = 4 * np.pi * R**2
open_area = 2 * np.pi * R * (2 * R - h)
sigma = M / sphere_area
t_small = sigma / density * to_um
t_disc = M / (open_area * density) * to_um
t_quad = np.array([disc_deposit(wall_point(t, R), a, R)
                   for t in np.radians(angles)]) * M / density * to_um
assert np.max(np.abs(t_quad / t_disc - 1)) < 1e-9
# A small disc must approach the small-source law with excess of order h/(2R)
assert abs(t_quad[0] / t_small - 1 - h / (2 * R)) < 1e-6

print("INPUTS")
print(f"sphere radius R = {R:.1f} cm")
print(f"source disc radius a = {a:.2f} cm")
print(f"emitted mass M = {M:.2f} g")
print(f"film density = {density:.2f} g/cm^3")
print("SMALL SOURCE")
print(f"sphere area = {sphere_area:.2f} cm^2")
print(f"mass per area = {sigma:.4e} g/cm^2")
print(f"thickness = {t_small:.5f} um = {t_small * 1e-4:.5e} cm")
print("DISC SOURCE WITH RIM ON SPHERE")
print(f"cap height h = {h:.6f} cm")
print(f"wall area outside cap = {open_area:.2f} cm^2")
print(f"thickness from formula = {t_disc:.5f} um")
print(f"excess over small source = {100 * (t_disc / t_small - 1):.4f} %")
print("PROFILES: angle (deg), distance (cm), disc quadrature (um),")
print("cos^3 beam on sphere and cosine source on plane at 2R,")
print("both relative to the small-source sphere value")
for angle, chord, thick in zip(angles, chords, t_quad):
    c = np.cos(np.radians(angle))
    plane = M * c**4 / (np.pi * D**2) / sigma
    print(f"{angle:4.0f}  {chord:8.4f}  {thick:.5f}  "
          f"{2 * c**2:.4f}  {plane:.6f}")
print("RAY TRACING")
print(f"rays = {n_rays}, equal-area cells = {counts.size}")
print(f"largest cell deviation = {100 * cell_deviation:.2f} %")
print(f"one standard deviation per cell = {100 * cell_noise:.2f} %")
print("cos^3 beam, lowest and highest z band, relative density:")
print(f"traced {relative3[0]:.4f} and {relative3[-1]:.4f}")
print(f"predicted {predicted3[0]:.4f} and {predicted3[-1]:.4f}")
print("LARGE DISC TEST")
print(f"disc radius = {big_a:.1f} cm, cap height = {big_h:.1f} cm")
print(f"rim angle seen from cap pole = {big_rim_angle:.2f} deg")
print(f"largest test angle = {big_angles.max():.0f} deg")
print(f"largest relative error below 1e-9: {big_error < 1e-9}")
print("OK")
```

Running it gives:

```
INPUTS
sphere radius R = 10.0 cm
source disc radius a = 0.50 cm
emitted mass M = 1.00 g
film density = 5.00 g/cm^3
SMALL SOURCE
sphere area = 1256.64 cm^2
mass per area = 7.9577e-04 g/cm^2
thickness = 1.59155 um = 1.59155e-04 cm
DISC SOURCE WITH RIM ON SPHERE
cap height h = 0.012508 cm
wall area outside cap = 1255.85 cm^2
thickness from formula = 1.59255 um
excess over small source = 0.0626 %
PROFILES: angle (deg), distance (cm), disc quadrature (um),
cos^3 beam on sphere and cosine source on plane at 2R,
both relative to the small-source sphere value
   0   20.0000  1.59255  2.0000  1.000000
  30   17.3205  1.59255  1.5000  0.562500
  60   10.0000  1.59255  0.5000  0.062500
  80    3.4730  1.59255  0.0603  0.000909
RAY TRACING
rays = 1000000, equal-area cells = 80
largest cell deviation = 2.39 %
one standard deviation per cell = 0.89 %
cos^3 beam, lowest and highest z band, relative density:
traced 0.1014 and 1.9001
predicted 0.1000 and 1.9000
LARGE DISC TEST
disc radius = 6.0 cm, cap height = 2.0 cm
rim angle seen from cap pole = 71.57 deg
largest test angle = 68 deg
largest relative error below 1e-9: True
OK
```
